# Transcorrelated full CI as a Petrov-Galerkin method, part 2

In ordinary CI the lower of two energies is the better one. The question here is how far the energy of a transcorrelated CI calculation can be judged in that way, and what determines its error.

The original Hamiltonian is $H=-\tfrac12\sum_i\nabla_i^2+V$ in atomic units, with $V$ real. It is self-adjoint and bounded below. The inner product $\langle u|v\rangle$ is conjugate-linear in $u$ and includes the sum over spins. Matrix elements of $H$ are defined by the form

$$a(u,v)=\tfrac12\sum_i\int\nabla_iu^*\cdot\nabla_iv+\int V\,u^*v .\tag{2}$$

Admissible functions have finite norm, finite kinetic part and finite $\int|V||u|^2$; kinks are allowed. The exact state $\Psi$, normalized, has energy $E$.

The correlator $\tau$ is a real, spin-independent function of the electron positions, symmetric under exchange, and bounded together with its gradient. The transcorrelated Hamiltonian $\bar H=e^{-\tau}He^{\tau}$ is

$$\bar H=H-\sum_i\Big[\tfrac12\nabla_i^2\tau+\tfrac12(\nabla_i\tau)^2+\nabla_i\tau\cdot\nabla_i\Big].\tag{4}$$

The $\Phi_I$ are orthonormal determinants of smooth, decaying orbitals; full CI (FCI) uses all determinants of a finite orbital set. The trial functions are $\xi_J=e^{\tau}\Phi_J$ and the test functions $\chi_I=e^{-\tau}\Phi_I$, with $\langle\chi_I|\xi_J\rangle=\delta_{IJ}$. The CI matrix is $A_{IJ}=\langle\Phi_I|\bar H|\Phi_J\rangle=a(\chi_I,\xi_J)$. With $u=\Phi_I$ and $v=\Phi_J$,

$$A_{IJ}=a(u,v)+\tfrac12\sum_i\int\big[v\,\nabla_iu^*\cdot\nabla_i\tau-u^*\nabla_i\tau\cdot\nabla_iv-u^*v(\nabla_i\tau)^2\big].\tag{6}$$

$A$ is in general not Hermitian. Its right and left eigenvectors $c$ and $d$, with $\sum_JA_{IJ}c_J=E_hc_I$ and $\sum_Id_I^*A_{IJ}=E_hd_J^*$, define $R_h=\sum_Jc_J\xi_J$ and $L_h=\sum_Id_I\chi_I$. Both approximate $\Psi$, up to a factor. The CI eigenproblem is equivalent to

$$a(v,R_h)=E_h\langle v|R_h\rangle\quad\text{for every }v\in\mathrm{span}\{\chi_I\}.\tag{11}$$

This is a Petrov-Galerkin problem for the original $H$; a Galerkin method would use the same space for trial and test functions.

### When the energy is exact

The exact state satisfies the Schrödinger equation against every admissible function:

$$a(v,\Psi)=E\langle v|\Psi\rangle .\tag{15}$$

This includes the test functions, kinks and all. Suppose now that $\Psi$ lies in the trial space, $\Psi=\sum_Jc_J\xi_J$. Setting $v=\chi_I$ in (15) gives $\sum_JA_{IJ}c_J=Ec_I$, so $E$ is an eigenvalue of the CI matrix. The quality of the test functions plays no part in this. It matters as soon as the trial space misses $\Psi$.

### The error identity

For any numbers $\alpha$ and $\beta$, consider

$$X=a(L_h-\alpha\Psi,R_h-\beta\Psi)-E\langle L_h-\alpha\Psi|R_h-\beta\Psi\rangle .$$

Multiplied out, $X$ has four parts. The part with $\Psi$ on the right and $L_h$ on the left is $-\beta[a(L_h,\Psi)-E\langle L_h|\Psi\rangle]$, which vanishes by (15). The part with $\Psi$ on the left and $R_h$ on the right vanishes by the conjugate of (15). The part with $\Psi$ on both sides vanishes as well. There remains $a(L_h,R_h)-E\langle L_h|R_h\rangle$. Since $L_h$ lies in the test space, $a(L_h,R_h)=E_h\langle L_h|R_h\rangle$. Thus

$$(E_h-E)\langle L_h|R_h\rangle=a(L_h-\alpha\Psi,R_h-\beta\Psi)-E\langle L_h-\alpha\Psi|R_h-\beta\Psi\rangle .\tag{16}$$

The energy error is a product of the error of the right function and the error of the left function. With $\tau=0$ the two functions can be taken equal, and for the ground state the right side is then nonnegative. With a correlator that is not constant they are in general different functions, and the sign is not fixed. This is how the variational bound is lost.

### A bound for the ground state

Let $E$ be the lowest energy in the symmetry sector considered. Then $s(u,v)=a(u,v)-E\langle u|v\rangle$ satisfies $s(u,u)\ge0$, and the Cauchy-Schwarz inequality gives $|s(u,v)|^2\le s(u,u)\,s(v,v)$. Normalize $L_h$ and $R_h$ to one and denote by $\mathcal E[u]=a(u,u)$ the mean energy of a normalized function. Then $s(R_h,R_h)=\mathcal E[R_h]-E$, and likewise for $L_h$. Equation (16) with $\alpha=\beta=0$ reads $(E_h-E)\langle L_h|R_h\rangle=s(L_h,R_h)$. For real $E_h$ and nonzero overlap,

$$|E_h-E|\le\frac{\sqrt{(\mathcal E[L_h]-E)(\mathcal E[R_h]-E)}}{|\langle L_h|R_h\rangle|}.\tag{17}$$

For $\tau=0$ and $L_h=R_h$ the two sides are equal. A good correlator can make the factor of $R_h$ in (17) small, but the factor of $L_h$ may be large and may even grow when the correlator is introduced. For an excited state $s(u,u)$ can be negative. The Cauchy-Schwarz step is then not available and (17) is no longer guaranteed, whereas (16) still holds. Since the bound contains $E$, it serves to explain errors rather than to estimate them in a new calculation.

### The Galerkin alternative

The same trial functions can be used on both sides. One then solves $Gc=\epsilon Sc$ with

$$G_{IJ}=a(\xi_I,\xi_J),\qquad S_{IJ}=\langle\Phi_I|e^{2\tau}|\Phi_J\rangle .\tag{18}$$

The lowest $\epsilon$ is the smallest mean energy in the trial space. It lies at or above $E$, and at or below $\mathcal E[R_h]$, because $R_h$ belongs to that space. The price is the weight $e^{2\tau}$. For a pair correlator it is a product over all pairs, and it couples all electrons in one integral. The transcorrelated matrix avoids this because $e^{-\tau}$ and $e^{\tau}$ cancel.

### A model with a kink

Two electrons of opposite spin move on a line in a harmonic trap and repel each other at contact. In oscillator units, with energies in $\hbar\omega$,

$$H=\sum_{i=1}^{2}\Big(-\tfrac12\partial_i^2+\tfrac12x_i^2\Big)+g\,\delta(x_1-x_2),\qquad g=2 .$$

Let $\varphi_i$ be the oscillator functions. The determinant with $\varphi_i$ for spin up and $\varphi_j$ for spin down has two terms with orthogonal spin parts. For a spin-free symmetric operator the cross terms vanish and the two direct terms are equal. Matrix elements are therefore those of the products $\varphi_i(x_1)\varphi_j(x_2)$, and $n$ orbitals give $n^2$ determinants.

With $r=x_1-x_2$ the correlator is

$$\tau=-\frac{g}{2\kappa}e^{-\kappa|r|},\qquad \tau'=\frac g2\,\mathrm{sgn}(r)e^{-\kappa|r|},\qquad \kappa=1 .$$

The derivative of $\mathrm{sgn}(r)$ is $2\delta(r)$, so $\tau''=g\delta(r)-\tfrac{g\kappa}{2}e^{-\kappa|r|}$. Since $\partial_1\tau=\tau'$ and $\partial_2\tau=-\tau'$, the terms that the transformation adds to $H$ are $-\tau''$, $-\tau'^2$ and $-\tau'(\partial_1-\partial_2)$. The delta function in $-\tau''$ cancels the interaction, leaving

$$\bar H=\sum_i\Big(-\tfrac12\partial_i^2+\tfrac12x_i^2\Big)+\frac{g\kappa}2e^{-\kappa|r|}-\frac{g^2}4e^{-2\kappa|r|}-\frac g2\,\mathrm{sgn}(r)e^{-\kappa|r|}(\partial_1-\partial_2).$$

The matrix of this operator was tested against $a(\chi_I,\xi_J)$, computed from the original $H$ with numerically differentiated trial and test functions. For eight orbitals the largest difference is $1.6\times10^{-14}$.

### The exact energy

With $R=(x_1+x_2)/2$ one has $\partial_1=\tfrac12\partial_R+\partial_r$ and $\partial_2=\tfrac12\partial_R-\partial_r$. Hence

$$H=\Big(-\tfrac14\partial_R^2+R^2\Big)+\Big(-\partial_r^2+\tfrac14r^2+g\delta(r)\Big).$$

The centre of mass has the ground state $e^{-R^2}$ with energy $\tfrac12$. Let the relative function be $f(|r|)$ with energy $\nu+\tfrac12$. For $r>0$ set $f=e^{-r^2/4}I$. The relative equation becomes $I''-rI'+\nu I=0$. For $\nu<0$ it is solved by

$$I(r)=\int_0^\infty e^{-rt-t^2/2}\,t^{-\nu-1}dt ,$$

because inserting $I$ produces the integral of $-\frac{d}{dt}\big[e^{-rt-t^2/2}t^{-\nu}\big]$, which is zero. Up to a factor, $f$ is the parabolic cylinder function $D_\nu$. Using $\int_0^\infty t^{p-1}e^{-t^2/2}dt=2^{p/2-1}\Gamma(p/2)$ for $I(0)$, with $p=-\nu$, and for $-I'(0)$, with $p=1-\nu$, gives the slope at contact. Analytic continuation extends it to $0<\nu<1$.

Integrating the relative equation across $r=0$ gives $-2f'(0^+)+gf(0)=0$, so

$$\frac{f'(0^+)}{f(0)}=-\sqrt2\,\frac{\Gamma(\frac{1-\nu}2)}{\Gamma(-\frac\nu2)}=\frac g2 .$$

For $g=2$ the root is $\nu=0.48740$. The total energy is $E=\tfrac12+\nu+\tfrac12=1.48740$. The function was found positive at all quadrature points, as befits a ground state. It also passed a test of (15) against the kinked test functions.

### One orbital: an energy below the exact one

With one orbital, $E_h=A_{00,00}$. For a real function, the terms of (6) that are linear in $\tau$ cancel when bra and ket are the same. What remains is the ordinary mean energy minus the mean of $\tau'^2$.

The mean energy is $1+g\int\varphi_0^4dx$. With $\varphi_0^4=\pi^{-1}e^{-2x^2}$ the integral is $1/\sqrt{2\pi}$. The density of $r$ follows from $\varphi_0^2(x_1)\varphi_0^2(x_2)=\pi^{-1}e^{-2R^2-r^2/2}$ by integration over $R$, and is $e^{-r^2/2}/\sqrt{2\pi}$. Completing the square with $s=r+2\kappa$,

$$\langle e^{-2\kappa|r|}\rangle=\frac{2e^{2\kappa^2}}{\sqrt{2\pi}}\int_{2\kappa}^\infty e^{-s^2/2}ds=e^{2\kappa^2}\mathrm{erfc}(\sqrt2\kappa).$$

Therefore

$$E_h=1+\frac g{\sqrt{2\pi}}-\frac{g^2}4e^{2\kappa^2}\mathrm{erfc}(\sqrt2\kappa)=1.797885-0.336204=1.461681 .\tag{19}$$

This is $0.0257$ below the exact energy. The formula also shows how far the failure can go. At fixed $\kappa$ the last term grows as $g^2$, so $E_h$ tends to $-\infty$ for strong coupling, while the exact energy $1+\nu$ stays below 2. The same happens at fixed $H$. If the prefactor $g/2$ in $\tau'$ is replaced by a free amplitude $b$, the linear terms still cancel and the last term of (19) becomes $-b^2e^{2\kappa^2}\mathrm{erfc}(\sqrt2\kappa)$, which falls without bound as $b$ grows. Choosing a correlator by minimizing $E_h$ would therefore be unsafe here.

### Two orbitals: why the energy rises

The second orbital adds three determinants. Under inversion of both coordinates, 00 and 11 are even, while 01 and 10 are odd. The ground state therefore involves 00 and 11 alone. The two couplings between them are very different:

$$A_{00,11}=0.548194,\qquad A_{11,00}=-0.001262 .$$

Eliminating $c_{11}$ from the two eigenvalue equations gives

$$E_h-A_{00,00}=\frac{A_{00,11}A_{11,00}}{E_h-A_{11,11}} .$$

In a real symmetric matrix the numerator is a square, and the lowest root is pushed down. Here it is $-6.92\times10^{-4}$. The energy rises from $1.461681$ to $1.462044$, by $3.6\times10^{-4}$, so the denominator is about $-1.9$.

The same denominator gives the vectors. The right one has $c_{11}/c_{00}=A_{11,00}/(E_h-A_{11,11})\approx0.0007$, and the left one $d_{11}/d_{00}=A_{00,11}/(E_h-A_{11,11})\approx-0.29$. The new determinant hardly changes $R_h$ but changes $L_h$ strongly. A code that stores the right vector alone would not show this.

### Larger orbital sets

The table gives errors relative to the exact energy, in units of $10^{-3}\hbar\omega$. "Galerkin" is the method of (18).

| Orbitals | Ordinary FCI | Transcorrelated FCI | Galerkin |
|---:|---:|---:|---:|
| 1 | 310.5 | −25.7 | 2.7 |
| 2 | 226.0 | −25.4 | 2.0 |
| 4 | 94.8 | −15.6 | 1.1 |
| 6 | 69.3 | −8.7 | 0.6 |
| 8 | 56.9 | −5.7 | 0.4 |

In all five sets the transcorrelated energy is closer to the exact one than ordinary FCI is, by a factor of about ten for eight orbitals. It approaches from below, so in this series the higher energy is the better one. This direction belongs to the choice $\kappa=1$ and is not a rule of the method: for $\kappa=2$, equation (19) gives $1.609$ for one orbital, which is $0.122$ above the exact energy. Neither the lower nor the higher transcorrelated energy can be taken as the better one in general. The Galerkin energies use the same trial functions and are closer still. The trial space is thus much better than the transcorrelated energy suggests, and the remaining error must be sought in the projection.

The mean energies of the two functions confirm this. For eight orbitals $\mathcal E[R_h]-E=6.41\times10^{-4}$ and $\mathcal E[L_h]-E=0.260$, with overlap $0.9974$. The bound (17) becomes

$$\frac{\sqrt{0.260\times6.41\times10^{-4}}}{0.9974}\approx0.013 ,$$

and the actual error has magnitude $0.0057$. The identity (16) and the bound were both tested for every set in the table. From one orbital to two, $\mathcal E[R_h]-E$ increases slightly, from $2.72\times10^{-3}$ to $2.77\times10^{-3}$. This is permitted, because the transcorrelated equations do not minimize the mean energy of $R_h$.

The large left error has a visible companion at contact. The smooth CI expansion of the ground state is even in $r$ and has zero slope there. The factor $e^{\tau}$ gives $\ln R_h$ the slope $+g/2=+1$, as in the exact state. The factor $e^{-\tau}$ gives $\ln L_h$ the slope $-1$. To make $L_h$ resemble $\Psi$, the left expansion must imitate $e^{\tau}\Psi$, whose logarithmic slope is $g$, twice that of $\Psi$ itself. Smooth orbitals can do so only gradually. For eight orbitals the left excess of $0.260$ is $4.6$ times the ordinary FCI error of $0.0569$. The doubled kink is one reason to expect a larger error on the left; its share in this ratio was not determined.

The remaining values, including the overlaps and bounds for the smaller sets, are in the numerical output below.

## Calculated quantities

```
Energies in hbar*omega, lengths in oscillator lengths
coupling g = 2.0 (hbar*omega*length)
correlator decay kappa = 1.0 (1/length)
parabolic cylinder index nu = 0.48740235 (no unit)
exact ground-state energy = 1.48740235 hbar*omega
largest difference of the two matrices = 1.6e-14 hbar*omega
largest residual of exact state on test set = 3.1e-15 hbar*omega
<00|Hbar|11> = 0.548194 hbar*omega
<11|Hbar|00> = -0.001262 hbar*omega
normalized overlap of dressed 00 and 11 = -0.256295 (no unit)
one orbital, mean-field energy = 1.797885 hbar*omega
one orbital, squared-gradient term = -0.336204 hbar*omega
Energies (hbar*omega): orbitals, determinants, FCI, TC-FCI, Galerkin
 1   1 1.797885 1.461681 1.490118
 2   4 1.713451 1.462044 1.489368
 4  16 1.582160 1.471811 1.488472
 6  36 1.556725 1.478658 1.488032
 8  64 1.544301 1.481682 1.487784
TC-FCI errors (hbar*omega; overlap <L|R> has no unit):
orbitals, E_h-E, E[R]-E, E[L]-E, <L|R>, bound on |E_h-E|
 1 -2.572e-02 2.716e-03 1.816e+00 0.884790 7.937e-02
 2 -2.536e-02 2.774e-03 1.442e+00 0.915962 6.905e-02
 4 -1.559e-02 1.967e-03 5.344e-01 0.987094 3.285e-02
 6 -8.745e-03 1.102e-03 3.403e-01 0.995159 1.946e-02
 8 -5.720e-03 6.409e-04 2.603e-01 0.997393 1.295e-02
contact slope of ln R_h, 8 orbitals = +1.000000 1/length
contact slope of ln L_h, 8 orbitals = -1.000000 1/length
```
